# Mobile space charge and the breakdown voltage of a p-i-n diode

A reverse-biased p-i-n diode has an undoped layer \(0<x<W\), with the p contact at \(x=0\) and the n contact at \(x=W\). In a steady avalanche it carries a current density \(J\), and the electrons and holes that carry it are themselves space charge. The problem asks how this charge changes the voltage across the layer.

The basic model is one-dimensional and isothermal. Electrons and holes have the same ionization coefficient \(\alpha(E)\), the number of pairs a carrier creates per unit length, which depends on the local field magnitude \(E>0\). It is smooth, with \(\alpha'>0\) and \(\alpha''>0\) at the fields concerned. Both carriers drift at the same saturated speed \(v\). Diffusion is left out throughout, leakage and the voltage in the contacts only at first. The permittivity is \(\varepsilon\), the elementary charge \(q\). The voltage is \(V=\int_0^W E\,dx\), and \(V_0=E_0W\) is its limit for vanishing current.

## (a) Field equations

**Find the equations for the field and the electron share of the current, and the condition for a steady avalanche.**

The field points from the n side to the p side, so its \(x\) component is \(-E\). Electrons move towards \(+x\), holes towards \(-x\). Let \(J_n\) and \(J_p\) be the positive magnitudes of their current densities. Each carrier creates pairs at the rate \(\alpha\) per unit length, so along the electrons' path

\[
\frac{dJ_n}{dx}=\alpha J_n+\alpha J_p=\alpha J .
\]

The hole current grows in the opposite direction, \(dJ_p/dx=-\alpha J\), so \(J=J_n+J_p\) is constant. With \(u=J_n/J\),

\[
\frac{du}{dx}=\alpha(E),\qquad u(0)=0,\qquad u(W)=1 .
\]

The end values say that no electrons enter from the p contact and no holes from the n contact. Integration gives the avalanche condition

\[
\int_0^W\alpha(E)\,dx=1 .
\]

For vanishing current the field is uniform, and \(\alpha(E_0)W=1\).

The densities are \(n=J_n/(qv)\) and \(p=J_p/(qv)\). Gauss's law for the component \(-E\) reads \(-dE/dx=q(p-n)/\varepsilon\), so

\[
\frac{dE}{dx}=K(2u-1),\qquad K=\frac{J}{\varepsilon v}.
\]

Holes dominate near the p contact, where \(E\) falls with \(x\); electrons dominate near the n contact, where it rises. The field is lowest inside the layer and highest at its edges.

## (b) The sign of the voltage change

**Without assuming a small current, decide whether \(V\) lies above or below \(V_0\). Show also that a given \(J\) allows at most one steady state.**

Write \(\langle\cdot\rangle\) for the average over the layer, so that \(\langle E\rangle=V/W\). A convex function lies above its tangent at \(\langle E\rangle\):

\[
\alpha(E)\ge\alpha(\langle E\rangle)+\alpha'(\langle E\rangle)\,(E-\langle E\rangle).
\]

The last term averages to zero. The avalanche condition gives \(\langle\alpha(E)\rangle=1/W=\alpha(E_0)\), hence

\[
\alpha(V/W)\le\alpha(E_0).
\]

As \(\alpha\) increases with field, \(V\le V_0\). For \(J>0\) the field is not uniform, and strict convexity makes the inequality strict: \(V<V_0\). This holds while all the fields stay in the convex range. High-field regions gain more ionization than low-field regions lose, so a smaller mean field sustains the avalanche. The inequality does not show that \(V\) falls steadily with \(J\).

For uniqueness, take two solutions of the differential equations with the same \(J\) and \(u(0)=0\), the second with the larger \(E(0)\). As long as \(E_2>E_1\), \(u_2-u_1\) grows, and then \(d(E_2-E_1)/dx=2K(u_2-u_1)\ge0\). The order of the fields is therefore kept, and \(u_2(W)>u_1(W)\). At most one starting field gives \(u(W)=1\).

At \(K=0\), \(u(W)=\alpha(E(0))W\), whose derivative with respect to \(E(0)\) is \(\alpha'W\ne0\). By the implicit function theorem a solution exists for small \(K\) and depends smoothly on it, so an expansion in \(J\) is justified.

## (c) The leading law

**Find the first non-zero change of voltage at small \(J\).**

Let \(t=x/W-\tfrac12\), which runs from \(-\tfrac12\) to \(\tfrac12\), and write \(E=E_0+E_1+E_2+\dots\), where the index counts powers of \(K\). From here on \(\alpha\) and its derivatives are taken at \(E_0\). In the uniform field \(u=t+\tfrac12\), so

\[
\frac{dE_1}{dt}=KW(2u-1)=2KWt,\qquad E_1=KWt^2+C .
\]

The condition \(\langle\alpha(E)\rangle=\alpha(E_0)\) reads \(\alpha'\langle E_1\rangle=0\) at first order. Since \(\langle t^2\rangle=1/12\),

\[
E_1=KW\left(t^2-\tfrac1{12}\right).
\]

The edge field rises by \(KW/6\), the middle field falls by \(KW/12\), and the voltage has no linear term. At second order

\[
\alpha'\langle E_2\rangle+\tfrac12\alpha''\langle E_1^2\rangle=0 .
\]

With \(\langle t^4\rangle=1/80\),

\[
\langle E_1^2\rangle=K^2W^2\left(\frac1{80}-\frac1{144}\right)=\frac{K^2W^2}{180}.
\]

The voltage change is \(W\langle E_2\rangle\), so

\[
V-V_0=-\frac{\alpha''}{\alpha'}\,\frac{W^3J^2}{360\,\varepsilon^2v^2}+O(J^3).
\]

Mobile space charge thus lowers the voltage quadratically at first. The differential resistance of a unit area (resistance times area) is negative, to leading order

\[
\frac{dV}{dJ}=-\frac{\alpha''}{\alpha'}\,\frac{W^3J}{180\,\varepsilon^2v^2}.
\]

This is a property of the stationary states. It does not show that a uniform current is stable.

Convexity fixes the sign. For \(\alpha=A\,e^{-b/E}\),

\[
\alpha'=\frac{b}{E^2}\alpha,\qquad
\alpha''=\left(\frac{b^2}{E^4}-\frac{2b}{E^3}\right)\alpha,\qquad
\frac{\alpha''}{\alpha'}=\frac{b-2E}{E^2}.
\]

If \(E_0>b/2\), the coefficient is concave there and the voltage rises instead.

## (d) The next order

**Find the relative correction of order \(J\) to the quadratic law.**

The ionization that follows from \(E_1\) changes the electron share by

\[
u_1=W\alpha'\int_{-1/2}^{t}E_1\,dt'=rKW\left(\frac{t^3}{3}-\frac t{12}\right),\qquad r=\alpha'W=\frac{\alpha'}{\alpha}.
\]

The bracket vanishes at both ends, so no constant is needed. From \(dE_2/dt=2KWu_1\),

\[
E_2=2rK^2W^2\left(\frac{t^4}{12}-\frac{t^2}{24}\right)+\text{const}.
\]

The third-order part of the avalanche condition is

\[
\alpha'\langle E_3\rangle+\alpha''\langle E_1E_2\rangle+\tfrac16\alpha'''\langle E_1^3\rangle=0 .
\]

The constant in \(E_2\) drops out because \(\langle E_1\rangle=0\). With \(\langle t^6\rangle=1/448\),

\[
\langle t^6\rangle-\langle t^2\rangle\langle t^4\rangle=\frac1{448}-\frac1{960}=\frac1{840},
\]
\[
\langle E_1E_2\rangle=2rK^3W^3\left(\frac1{12\cdot840}-\frac1{24\cdot180}\right)=-\frac{rK^3W^3}{3780},
\]
\[
\langle E_1^3\rangle=K^3W^3\left(\frac1{448}-\frac1{320}+\frac1{576}-\frac1{1728}\right)=\frac{K^3W^3}{3780}.
\]

Therefore

\[
W\langle E_3\rangle=\frac{K^3W^4}{\alpha'}\left(\frac{r\alpha''}{3780}-\frac{\alpha'''}{22680}\right).
\]

Division by the quadratic term \(-\alpha''K^2W^3/(360\alpha')\) shows that the quadratic law is multiplied by

\[
1-KW\left(\frac{2\alpha'}{21\alpha}-\frac{\alpha'''}{63\alpha''}\right).
\]

The quadratic law needs the second term to be small. That is a limit on the space-charge field \(KW\) compared with the field change that alters \(\alpha\) appreciably. For \(\alpha=A\,e^{-b/E}\) the second term is \(0.70\,KW/E_0\) at \(b/E_0=8\), and it grows past \(KW/E_0\) when \(b/E_0\) exceeds about 12.

## (e) Unequal speeds

**Let the saturated speeds be \(v_n\) and \(v_p\). What becomes of the leading law?**

Gauss's law now gives \(dE/dx=(J/\varepsilon)[u/v_n-(1-u)/v_p]\). Inserting \(u=t+\tfrac12\) and integrating,

\[
E_1=\frac{JW}{2\varepsilon}\left[\left(\frac1{v_n}+\frac1{v_p}\right)\left(t^2-\frac1{12}\right)+\left(\frac1{v_n}-\frac1{v_p}\right)t\right].
\]

The even and odd parts do not mix in the mean square. Their mean squares are \(1/180\) and \(1/12\) times their coefficients squared, so

\[
\langle E_1^2\rangle=\frac{J^2W^2}{\varepsilon^2}\left[\frac{(1/v_n+1/v_p)^2}{720}+\frac{(1/v_n-1/v_p)^2}{48}\right].
\]

The mean of \(E_1\) is still zero, and \(V-V_0=-W\alpha''\langle E_1^2\rangle/(2\alpha')\) is still quadratic and negative.

## (f) Doping and leakage

**Which terms do a weak uniform doping and a small leakage current add?**

A fully depleted layer with net donor density \(N\) has the extra field slope \(c=-qN/\varepsilon\). Return to equal speeds and count \(c\) and \(K\) as equally small. Then

\[
E_1=cWt+KW\left(t^2-\tfrac1{12}\right).
\]

At second order the cross term \(Kc\) averages to zero, since it is odd in \(t\). A term linear in \(J\) first appears as \(Kc^2\). The doping changes the electron share by \(rcW(t^2/2-1/8)\), which adds to \(E_2\) the part \(2rKcW^2(t^3/6-t/8)\). The \(Kc^2\) parts of the two averages are

\[
\langle E_1E_2\rangle\to2rKc^2W^3\left(\frac1{480}-\frac1{96}\right)=-\frac{rKc^2W^3}{60},
\]
\[
\langle E_1^3\rangle\to3Kc^2W^3\left(\frac1{80}-\frac1{144}\right)=\frac{Kc^2W^3}{60}.
\]

The third-order condition of part (d) then gives the voltage

\[
\Delta V_{\rm dop}=Kc^2W^4\left(\frac{\alpha''}{60\,\alpha}-\frac{\alpha'''}{360\,\alpha'}\right).
\]

For a purely exponential rise \(\alpha\propto e^{E/E_s}\) the bracket is \(1/(72E_s^2)>0\). In that case a doped layer starts with a positive resistance, and the quadratic fall takes over at larger \(J\).

If leakage supplies a small electron fraction \(s=J_s/J\) at \(x=0\), then \(\int\alpha\,dx=1-s\). In a nearly uniform field \(\alpha'W\,\Delta E=-s\), so

\[
\Delta V_{\rm leak}=W\,\Delta E=-\frac{J_s}{\alpha'J}.
\]

This deficit shrinks as \(J\) grows, so the voltage first rises towards \(V_0\). The quadratic start is the behaviour above this leakage-controlled range.

## (g) Unequal ionization coefficients

**Does the quadratic start survive if electrons and holes have different coefficients \(\alpha_n\) and \(\alpha_p\)?**

The continuity equation becomes \(du/dx=\alpha_nu+\alpha_p(1-u)\). Suppose first that \(\alpha_p=k\alpha_n\) with the same \(k\ne1\) at all fields. With \(y=\int_0^x\alpha_n\,dx'\),

\[
\frac{du}{dy}=k-(k-1)u,\qquad u=\frac{k}{k-1}\left[1-e^{-(k-1)y}\right].
\]

Setting \(u=1\) at the n contact gives \(e^{-(k-1)y}=1/k\), that is

\[
\int_0^W\alpha_n\,dx=\frac{\ln k}{k-1}.
\]

The average of \(\alpha_n\) is again fixed whatever the field profile. The argument of part (b) holds for convex \(\alpha_n\), and the linear term again vanishes.

If the ratio depends on field, start from the uniform breakdown field, with constant coefficients and electron share \(u_0\). A field change \(E_1\) alters \(u\) by \(u_1\), where

\[
\frac{du_1}{dx}=(\alpha_n-\alpha_p)u_1+\left[\alpha_n'u_0+\alpha_p'(1-u_0)\right]E_1,
\]

and \(u_1\) vanishes at both ends. Multiply by \(e^{-(\alpha_n-\alpha_p)x}\) and integrate; the terms in \(u_1\) form a total derivative and drop out. Since \(du_0/dx=\alpha_nu_0+\alpha_p(1-u_0)=\alpha_pe^{(\alpha_n-\alpha_p)x}\), the exponential factor is \(\alpha_p/(du_0/dx)\), and

\[
\langle wE_1\rangle=0,\qquad w=\frac{\alpha_n'u_0+\alpha_p'(1-u_0)}{\alpha_nu_0+\alpha_p(1-u_0)} .
\]

Let \(f\) be any integral of \(K(2u_0-1)\) over \(x\), so that \(E_1=f-\langle f\rangle+m\). Then

\[
m=-\frac{\langle wf\rangle-\langle w\rangle\langle f\rangle}{\langle w\rangle},
\]

and the voltage has the linear term \(Wm\). For a constant ratio \(w\) is uniform and \(m=0\). Otherwise \(m\) is in general not zero, and the start is linear.

## (h) A 10 µm layer

**Evaluate the results for \(W=10\) µm, \(A=3\times10^6\) cm⁻¹, \(b=20\) MV/cm, \(v=10^7\) cm/s, relative permittivity 10 and \(J=5\) kA/cm². Compare them with the effects left out.**

The condition \(AWe^{-b/E_0}=1\) gives

\[
E_0=\frac{b}{\ln(AW)}=\frac{20}{8.006}=2.498\ \text{MV/cm},\qquad V_0=2498\ \text{V}=2.498\ \text{kV}.
\]

This is far below \(b/2=10\) MV/cm, so \(\alpha\) is convex. The two quantities needed are

\[
\frac{\alpha''}{\alpha'}=\frac{20-4.996}{2.498^2}=2.404\ \text{cm/MV},\qquad
KW=\frac{JW}{\varepsilon v}=0.5647\ \text{MV/cm}.
\]

Since \(W=10^{-3}\) cm, the quadratic law gives

\[
V-V_0=-\frac{2.404\times0.5647^2\times10^{-3}}{360}\ \text{MV}=-2.13\ \text{V}.
\]

The full nonlinear equations were also solved numerically, by adjusting \(E(0)\) until \(u(W)=1\). They give \(-1.82\) V, with a field of 2.585 MV/cm at the edges and 2.454 MV/cm in the middle. The correction of part (d) is \(-16\) % of the quadratic term and brings the expansion to \(-1.79\) V. The table compares changes from \(V_0\).

| \(J\) (kA/cm²) | full solution (V) | quadratic law (V) |
|---|---|---|
| 1.25 | −0.128 | −0.133 |
| 5 | −1.82 | −2.13 |
| 20 | −19.4 | −34.1 |

At 20 kA/cm² the voltage is still below \(V_0\), but the quadratic law overstates the drop by about three quarters of its true size.

The remaining comparisons keep \(J=5\) kA/cm² unless another current is named, and change one assumption at a time. Except for leakage, each voltage change is measured from the zero-current value of the same modified diode.

- **Speeds.** With \(v_n=1.5\times10^7\) and \(v_p=0.8\times10^7\) cm/s the full solution gives \(-3.2\) V, the quadratic law \(-4.7\) V.
- **Doping.** For \(N=10^{14}\) cm⁻³ the linear term is \(+0.022\) V. It equals the quadratic term in size at about 50 A/cm², below which the voltage lies above its zero-current value. For \(10^{15}\) cm⁻³ the full solution leaves a drop of 0.33 V. The mobile carriers have a total density \(J/(qv)=3.1\times10^{15}\) cm⁻³.
- **Leakage.** For \(J_s=10^{-3}\) A/cm² the shift from the leakage-free diode at the same current is \(-6\times10^{-5}\) V. Since it varies as \(1/J\), its slope balances that of the quadratic law near 0.12 kA/cm², where the voltage has its maximum.
- **Coefficients.** A constant ratio \(k=5\), with \(\alpha_n=\alpha/\sqrt5\) and \(\alpha_p=\sqrt5\,\alpha\), gives \(-3.7\) V. With \(b_n=22\) and \(b_p=18\) MV/cm and the same \(A\), the ratio is again about 5 at breakdown but depends on field. The full solution then gives \(-6.5\) V, and the linear term alone \(-3.3\) V.
- **Non-local ionization.** A carrier must gain energy before it ionizes. As a crude model, let each carrier respond to the field a distance \(\lambda\) behind it: electrons to \(E-\lambda\,dE/dx\), holes to \(E+\lambda\,dE/dx\). Weighted by their shares of the current, the shift is \(-\lambda K(2u-1)^2\), whose mean is \(-\lambda K/3\), so the voltage gains a positive linear term \(\lambda KW/3\). For \(\lambda=20\) nm it is \(+0.38\) V, and the full solution gives \(-1.46\) V. Below about 0.9 kA/cm² this term outweighs the quadratic fall.

The parameters are round values, and the breakdown field has the right order of magnitude for a 4H-SiC layer of this width. The voltage changes are not predictions for a 4H-SiC diode: in this material holes ionize much more readily than electrons, with a ratio at breakdown that can lie well above the value of 5 tried here, and the size of the change depends strongly on both coefficients. Of the changes inside the layer tried here, a field-dependent ratio moves the result most, from \(-1.8\) to \(-6.5\) V. The changes do not simply add: with this ratio and the unequal speeds above together, the full solution gives \(-2.0\) V. The split of \(b\) is illustrative, not fitted to data. A donor density of \(10^{14}\) cm⁻³ is low for a grown layer.

The terminals of a real diode also see the contacts. A 100 µm substrate of 0.02 Ω cm adds \(5000\times0.02\times0.01=1.0\) V. Each contact, doped to \(10^{19}\) cm⁻³, is depleted by \(\varepsilon E/(qN_c)\) and holds \(\varepsilon E^2/(2qN_c)\). With the first-order edge field the two together add 0.26 V to their zero-current value. In the equal-coefficient model the terminal drop is then \(1.82-1.00-0.26\approx0.6\) V, before the resistance of the metal contacts is counted. A specific contact resistance of \(10^{-4}\) Ω cm² would take away another 0.5 V. All these additions are linear or nearly linear in \(J\), so at small current they outweigh the quadratic fall.

Heating sets a time limit. With a rough breakdown coefficient of \(+10^{-4}\) per kelvin, a warming of \(1.82/(10^{-4}\times2498)=7.3\) K cancels the drop. The power density \(JE_0\) and a heat capacity of 2.2 J/(cm³ K) produce it in 1.3 ns, compared with a transit time \(W/v=0.1\) ns. In the equal-coefficient model the isothermal fall across the layer could therefore be seen only within about a nanosecond of the current being established. The smaller terminal drop of 0.6 V would be cancelled in about 0.4 ns. Even this window is not assured. Linearizing the time-dependent equations of the model at a fixed total current of 5 kA/cm² gives an oscillation with a period of about 0.29 ns that grows about sevenfold in 1.3 ns, so the stationary state is not stable under an ideal current drive.

Numbers in the example were calculated in double precision.
